# Fractional parentage in j^n: what the antisymmetrizer leaves undecided: verification in Python

```python
# Result under test: coefficients of fractional parentage (cfps) of a shell j^n
# are the eigenvalue-1 eigenvectors of the antisymmetrizer in the basis
# |(j^(n-1) a, J1) j; J>. Seniority v separates states of equal J, and attaching
# a zero-spin pair fixes the sign of each v<n state relative to its ancestor
# in j^(n-2). States with v=n are fixed by a pivot rule (positive pivot).
# Symbols: every angular momentum is stored doubled (tj = 2j, tJ = 2J);
# C[n][i, a] = cfp of state i of j^n on parent a of j^(n-1).
# All quantities are dimensionless.
from collections import Counter
from functools import lru_cache
from itertools import combinations
from math import comb, factorial, sqrt
import numpy as np


def fac(doubled):
    return factorial(doubled // 2)


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 2 == 0


def delta(a, b, c):
    return fac(a + b - c) * fac(a - b + c) * fac(b + c - a) / fac(a + b + c + 2)


@lru_cache(None)
def six_j(a, b, c, d, e, f):
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    if not all(triangle(*t) for t in triads):
        return 0.0
    lows = [sum(t) // 2 for t in triads]
    highs = [(a + b + d + e) // 2, (b + c + e + f) // 2, (a + c + d + f) // 2]
    total = 0.0
    for t in range(max(lows), min(highs) + 1):
        den = 1
        for low in lows:
            den *= factorial(t - low)
        for high in highs:
            den *= factorial(high - t)
        total += (-1) ** t * (factorial(t + 1) / den)
    return total * sqrt(np.prod([delta(*t) for t in triads]))


@lru_cache(None)
def clebsch(j1, m1, j2, m2, J, M):
    if m1 + m2 != M or not triangle(j1, j2, J):
        return 0.0
    pre = (J + 1) * delta(j1, j2, J)
    for x, y in ((J, M), (j1, m1), (j2, m2)):
        pre *= fac(x + y) * fac(x - y)
    total = 0.0
    for k in range((j1 + j2 - J) // 2 + 1):
        args = [k, (j1 + j2 - J) // 2 - k, (j1 - m1) // 2 - k,
                (j2 + m2) // 2 - k, (J - j2 + m1) // 2 + k,
                (J - j1 - m2) // 2 + k]
        if min(args) >= 0:
            den = 1
            for x in args:
                den *= factorial(x)
            total += (-1) ** k / den
    return sqrt(pre) * total


worst = {}


def check(name, deviation, tolerance=1e-9):
    deviation = float(deviation)
    worst[name] = max(worst.get(name, 0.0), deviation)
    assert deviation < tolerance, (name, deviation)


def pair_norm(tj, n, v):
    return (n - v) * (tj + 3 - n - v) / ((tj + 1) * n * (n - 1))


def antisymmetrizer(tj, n, tJ, parents, prev_states, grand_states, prev_C):
    size = len(parents)
    A = np.eye(size) / n
    for x, a in enumerate(parents):
        for y, b in enumerate(parents):
            Ja, Jb = prev_states[a][0], prev_states[b][0]
            total = 0.0
            for g, grand in enumerate(grand_states):
                product = prev_C[a, g] * prev_C[b, g]
                if product != 0.0:
                    total += product * six_j(tj, grand[0], Ja, tj, tJ, Jb)
            sign = (-1) ** ((Ja + Jb) // 2)
            A[x, y] += (n - 1) / n * sign * sqrt((Ja + 1) * (Jb + 1)) * total
    return A


def generate(tj):
    # each state is (doubled J, seniority, index of ancestor in j^(n-2) or None)
    states = [[(0, 0, None)], [(tj, 1, None)]]
    C = [None, np.array([[1.0]])]
    record = {}
    for n in range(2, tj + 2):
        prev, grand = states[n - 1], states[n - 2]
        m_count = Counter(sum(s) for s in combinations(range(-tj, tj + 1, 2), n))
        new_states, rows = [], []
        top = max(s[0] for s in prev) + tj
        for tJ in range((n * tj) % 2, top + 1, 2):
            multiplicity = m_count[tJ] - m_count[tJ + 2]
            par = [a for a, s in enumerate(prev) if triangle(s[0], tj, tJ)]
            if not par:
                assert multiplicity == 0
                continue
            A = antisymmetrizer(tj, n, tJ, par, prev, grand, C[n - 1])
            values, vectors = np.linalg.eigh(A)
            check("eigenvalues 0 or 1",
                  np.max(np.minimum(abs(values), abs(values - 1))))
            E = vectors[:, values > 0.5]
            assert E.shape[1] == multiplicity
            record[n, tJ] = {"par": par, "A": A, "values": values}
            if multiplicity == 0:
                continue
            rest = E @ E.T
            projector = rest.copy()
            found = []
            for s, (tJs, v, _) in enumerate(grand):
                if tJs != tJ:
                    continue
                u = np.array([(-1) ** ((prev[a][0] - tJ - tj) // 2)
                              * sqrt((prev[a][0] + 1) / ((tJ + 1) * (tj + 1)))
                              * C[n - 1][a, s] for a in par])
                x = projector @ u
                check("pair norm formula", abs(x @ x - pair_norm(tj, n, v)))
                record[n, tJ]["pair", v] = (u, x)
                if x @ x > 1e-8:
                    c = x / sqrt(x @ x)
                    rest = rest - np.outer(c, c)
                    found.append(((tJ, v, s), c))
            for k in range(len(par)):
                if rest[k, k] > 1e-8:
                    c = rest[:, k] / sqrt(rest[k, k])
                    rest = rest - np.outer(c, c)
                    found.append(((tJ, n, None), c))
            check("nothing left over", np.max(abs(rest)))
            assert len(found) == multiplicity
            for label, c in found:
                row = np.zeros(len(prev))
                row[par] = c
                new_states.append(label)
                rows.append(row)
        states.append(new_states)
        C.append(np.array(rows))
    return states, C, record


def test_sum_rules(tj, states, C):
    for n in range(2, tj + 2):
        J = np.array([s[0] for s in states[n]])
        v = np.array([s[1] for s in states[n]])
        J1 = np.array([s[0] for s in states[n - 1]])
        v1 = np.array([s[1] for s in states[n - 1]])
        same_J = J[:, None] == J[None, :]
        overlap = C[n] @ C[n].T
        check("first sum rule",
              np.max(abs(np.where(same_J, overlap, 0) - np.eye(len(J)))))
        second = n * C[n].T @ ((J + 1)[:, None] * C[n])
        same_J1 = J1[:, None] == J1[None, :]
        target = np.diag((J1 + 1.0) * (tj + 2 - n))
        check("second sum rule",
              np.max(abs(np.where(same_J1, second, 0) - target)))
        forbidden = abs(v[:, None] - v1[None, :]) != 1
        check("parents v1 = v+-1 only", np.max(abs(C[n] * forbidden)))
        lower = np.sum(C[n] ** 2 * (v1[None, :] == v[:, None] - 1), axis=1)
        law = v * (tj + 3 - n - v) / (n * (tj + 3 - 2 * v))
        check("weight of v1 = v-1", np.max(abs(lower - law)))
    # closed form for three particles, J = j, v = 1, signs included
    i = [k for k, s in enumerate(states[3]) if s[:2] == (tj, 1)][0]
    for a, s in enumerate(states[2]):
        if s[0] == 0:
            closed = sqrt((tj - 1) / (3 * (tj + 1)))
        else:
            closed = -2 * sqrt((s[0] + 1) / (3 * (tj + 1) * (tj - 1)))
        check("closed n=3 formula", abs(C[3][i, a] - closed))


def test_wavefunctions(tj, nmax, states, C):
    # explicit amplitudes Psi[M, m1, ..., mn] from cfps and Clebsch-Gordan sums
    d = tj + 1
    waves = [[np.ones(1)]]
    for n in range(1, nmax + 1):
        level = []
        for i, (J, v, ancestor) in enumerate(states[n]):
            W = np.zeros((J + 1,) + (d,) * n)
            for a, (J1, _, _) in enumerate(states[n - 1]):
                c = C[n][i, a]
                if abs(c) < 1e-13:
                    continue
                for M in range(-J, J + 1, 2):
                    for k in range(d):
                        m = 2 * k - tj
                        M1 = M - m
                        if abs(M1) <= J1:
                            W[(M + J) // 2, ..., k] += (
                                c * clebsch(J1, M1, tj, m, J, M)
                                * waves[n - 1][a][(M1 + J1) // 2])
            level.append(W)
            if n >= 2:
                check("exchange antisymmetry",
                      np.max(abs(W + np.swapaxes(W, -1, -2))))
                T = sum((-1) ** (tj - k) * W[..., k, d - 1 - k]
                        for k in range(d)) / sqrt(d)
                if ancestor is None:
                    check("v=n holds no zero pair", np.max(abs(T)))
                else:
                    expected = sqrt(pair_norm(tj, n, v)) * waves[n - 2][ancestor]
                    check("pair removal with sign", np.max(abs(T - expected)))
        waves.append(level)
        flat = np.concatenate([W.reshape(W.shape[0], -1) for W in level])
        assert flat.shape[0] == comb(d, n)
        check("wavefunction orthonormality",
              np.max(abs(flat @ flat.T - np.eye(flat.shape[0]))))


shells = {}
for tj, nmax in ((5, 6), (7, 5), (9, 4)):
    states, C, record = generate(tj)
    test_sum_rules(tj, states, C)
    test_wavefunctions(tj, nmax, states, C)
    shells[tj] = (states, C, record)


def half(t):
    return f"{t}/2" if t % 2 else str(t // 2)


def row(values):
    return " ".join(f"{round(float(x), 6) + 0.0:9.6f}" for x in values)


print("All numbers are dimensionless")
states, C, record = shells[7]
print("Shell j=7/2; number of J levels for n=2,3,4:",
      [len(states[n]) for n in (2, 3, 4)])
print("n=3 J=7/2 antisymmetrizer, parents J1 =",
      [half(states[2][a][0]) for a in record[3, 7]["par"]])
for r in record[3, 7]["A"]:
    print("  ", row(r))
print("  eigenvalues", row(record[3, 7]["values"]))
print("n=3 cfps, columns J1 =", [half(s[0]) for s in states[2]])
for s, r in zip(states[3], C[3]):
    print(f"  J={half(s[0]):>4} v={s[1]}", row(r))
case = record[4, 8]
print("n=4 J=4 antisymmetrizer, parents (J1,v1) =",
      " ".join(f"({half(states[3][a][0])},{states[3][a][1]})" for a in case["par"]))
for r in case["A"]:
    print("  ", row(r))
print("  eigenvalues", row(case["values"]))
u, Au = case["pair", 2]
print("  pair vector u ", row(u))
print("  projected A u ", row(Au))
print(f"  |Au|^2 = {Au @ Au:.6f}, formula g(4,2) = {pair_norm(7, 4, 2):.6f}")
print("n=4 cfps, same parent columns")
for s, r in zip(states[4], C[4]):
    print(f"  J={half(s[0]):>2} v={s[1]}", row(r))
parent = [a for a, s in enumerate(states[3]) if s[:2] == (7, 1)][0]
print("Second sum rule, parent J1=7/2 v1=1: terms n(2J+1)c^2")
terms = [4 * (s[0] + 1) * r[parent] ** 2 for s, r in zip(states[4], C[4])]
for s, t in zip(states[4], terms):
    if t > 1e-10:
        print(f"  J={half(s[0])} v={s[1]}: {t:.6f}")
print(f"  sum {sum(terms):.6f}, required (2J1+1)(2j+2-n) = {8 * (7 + 2 - 4)}")
states, C, record = shells[9]
print("Shell j=9/2, n=4, J=4: parents (J1,v1) =",
      " ".join(f"({half(s[0])},{s[1]})" for s in states[3]))
for s, r in zip(states[4], C[4]):
    if s[0] == 8:
        print(f"  v={s[1]}", row(r))
print("Largest deviations in the tests (all shells)")
for name, value in worst.items():
    print(f"  {name}: {value:.1e}")
print("success")
```

It prints:

```
All numbers are dimensionless
Shell j=7/2; number of J levels for n=2,3,4: [4, 6, 8]
n=3 J=7/2 antisymmetrizer, parents J1 = ['0', '2', '4', '6']
    0.250000 -0.186339 -0.250000 -0.300463
   -0.186339  0.138889  0.186339  0.223952
   -0.250000  0.186339  0.250000  0.300463
   -0.300463  0.223952  0.300463  0.361111
  eigenvalues  0.000000  0.000000  0.000000  1.000000
n=3 cfps, columns J1 = ['0', '2', '4', '6']
  J= 3/2 v=3  0.000000  0.462910 -0.886405  0.000000
  J= 5/2 v=3  0.000000  0.781736  0.246183 -0.572960
  J= 7/2 v=1  0.500000 -0.372678 -0.500000 -0.600925
  J= 9/2 v=3  0.000000  0.321208 -0.805823  0.497468
  J=11/2 v=3  0.000000  0.527046 -0.443813 -0.724743
  J=15/2 v=3  0.000000  0.000000  0.476731 -0.879049
n=4 J=4 antisymmetrizer, parents (J1,v1) = (3/2,3) (5/2,3) (7/2,1) (9/2,3) (11/2,3) (15/2,3)
    0.161905  0.160357 -0.208928 -0.165643  0.000000 -0.197203
    0.160357  0.448485 -0.071067  0.020489 -0.386289 -0.258732
   -0.208928 -0.071067  0.333333  0.300312 -0.181186  0.224733
   -0.165643  0.020489  0.300312  0.287046 -0.246111  0.161354
    0.000000 -0.386289 -0.181186 -0.246111  0.515152  0.084569
   -0.197203 -0.258732  0.224733  0.161354  0.084569  0.254079
  eigenvalues  0.000000  0.000000  0.000000  0.000000  1.000000  1.000000
  pair vector u  -0.208928 -0.071067 -0.166667  0.300312 -0.181186  0.224733
  projected A u  -0.104464 -0.035533  0.166667  0.150156 -0.090593  0.112367
  |Au|^2 = 0.083333, formula g(4,2) = 0.083333
n=4 cfps, same parent columns
  J= 0 v=0  0.000000  0.000000  1.000000  0.000000  0.000000  0.000000
  J= 2 v=2  0.253546 -0.524404  0.577350 -0.278174  0.500000  0.000000
  J= 2 v=4  0.560612  0.158114  0.000000  0.754854  0.301511  0.000000
  J= 4 v=2 -0.361873 -0.123091  0.577350  0.520156 -0.313823  0.389249
  J= 4 v=4  0.175933  0.658281  0.000000  0.128388 -0.645497 -0.320256
  J= 5 v=4  0.387298 -0.333712  0.000000 -0.553912 -0.459390  0.469871
  J= 6 v=2  0.000000  0.238366  0.577350 -0.267183 -0.426401 -0.597196
  J= 8 v=4  0.000000  0.000000  0.000000  0.373979 -0.483494  0.791438
Second sum rule, parent J1=7/2 v1=1: terms n(2J+1)c^2
  J=0 v=0: 4.000000
  J=2 v=2: 6.666667
  J=4 v=2: 12.000000
  J=6 v=2: 17.333333
  sum 40.000000, required (2J1+1)(2j+2-n) = 40
Shell j=9/2, n=4, J=4: parents (J1,v1) = (3/2,3) (5/2,3) (7/2,3) (9/2,1) (9/2,3) (11/2,3) (13/2,3) (15/2,3) (17/2,3) (21/2,3)
  v=2 -0.284268 -0.181186 -0.176295  0.612372 -0.344932  0.363442 -0.156447 -0.243006  0.381691  0.000000
  v=4  0.488763 -0.389902  0.091640  0.000000 -0.338179 -0.216665 -0.350313 -0.464636 -0.317451  0.000000
  v=4  0.000000  0.044100  0.613614  0.000000  0.087314  0.473529 -0.544529  0.284952 -0.109407  0.000000
Largest deviations in the tests (all shells)
  eigenvalues 0 or 1: 1.2e-14
  pair norm formula: 9.5e-16
  nothing left over: 1.4e-14
  first sum rule: 3.8e-14
  second sum rule: 8.8e-13
  parents v1 = v+-1 only: 2.3e-15
  weight of v1 = v-1: 3.8e-14
  closed n=3 formula: 2.2e-16
  wavefunction orthonormality: 3.8e-14
  exchange antisymmetry: 5.0e-16
  pair removal with sign: 2.2e-16
  v=n holds no zero pair: 6.5e-16
success
```
